# Nuclear radius in relativistic Thomas-Fermi atoms: shooting solution and energy sensitivity

A relativistic calculation of an atom must choose between a point nucleus and an extended one, and in the second case set its radius $R$. In the relativistic Thomas-Fermi (RTF) model the energy depends on this choice through a term that grows as $Z^4/R$; in the example below ($Z=80$, $R=7$ fm) it is nearly half of the total. For a neutral atom of nuclear charge $Z$ with a uniformly charged spherical nucleus, the first two terms of the small-$R$ expansion, with screening inside the nucleus neglected, are

$$
R\frac{dE}{dR}\simeq\frac{A}{R}+B,\qquad
A=\frac{2}{\pi}\,\frac{1006}{3465}\,Z^4\alpha^3e^2,\qquad
B=\frac{4}{3\pi}(Z\alpha)^3mc^2 ,
$$

with $\alpha=e^2/\hbar c$. The energy therefore falls as $-A/R$, and the point nucleus has no RTF solution. This is a defect of the local model: the Dirac 1s energy has a finite point limit for $Z\alpha<1$. The formula requires $mcR/\hbar\ll Z\alpha$ and weak screening near the nucleus, $\kappa=4Z^2\alpha^3/(3\pi)\ll1$. For very small $R$, screening lowers the derivative by about $4\kappa A/R$. This loss exceeds $B$ once $R$ falls below roughly $4\kappa A/B$, about 0.4 fm for $Z=80$. At larger $R$ the lost fraction of $A/R$ is greater, about $7\kappa$ at 7 fm for $Z=80$ (a larger multiple of $\kappa$ for lighter atoms, about $15\kappa$ for $Z=30$ at 5 fm), because the repulsion from electrons farther out does not fall as $1/R$ like the nuclear attraction. The loss itself is then small beside $B$.

## The equation behind the setting

Gaussian units are used. $E$ contains the electronic kinetic energy, the electron-nucleus attraction and the electron-electron repulsion. It omits the nuclear self-energy, exchange, correlation, gradient terms and vacuum polarization.

A local electron gas with Fermi momentum $p_F$ has

$$
n=\frac{p_F^3}{3\pi^2\hbar^3},\qquad
\tau=\frac{1}{\pi^2\hbar^3}\int_0^{p_F}p^2K(p)\,dp,\qquad
K(p)=\sqrt{p^2c^2+m^2c^4}-mc^2 .
$$

Dividing the differentials of $\tau$ and $n$ gives $d\tau/dn=K(p_F)$. Let $V_{\rm nuc}>0$ be the depth of the nuclear potential energy and $V$ the depth left after electron repulsion is subtracted. Minimizing $E$ at fixed electron number gives $K(p_F)-V=\mu$. At the outer limit of a neutral atom both $p_F$ and $V$ vanish, so $\mu=0$. Then $\sqrt{p_F^2c^2+m^2c^4}=V+mc^2$, and squaring gives

$$
p_F^2c^2=V^2+2mc^2V .
$$

Poisson's equation is $(rV)''/r=4\pi e^2(n-n_{\rm nuc})$, where $n_{\rm nuc}=3Z/(4\pi R^3)$ inside the nucleus and zero outside. Set $V=Ze^2\chi/r$, $r=bx$ and $x_n=R/b$. Poisson's equation becomes

$$
\frac{d^2\chi}{dx^2}=\frac{4\pi b^3x}{Z}(n-n_{\rm nuc}).
$$

With $\lambda=Ze^2/(2mc^2b)$, the Fermi momentum is $p_F^2=(2mZe^2/b)(\chi/x)(1+\lambda\chi/x)$. The electron term therefore has the prefactor

$$
\frac{4\pi b^3}{Z}\,\frac{(2mZe^2/b)^{3/2}}{3\pi^2\hbar^3}
=\frac{4Z^{1/2}}{3\pi}\left(\frac{2b}{a_0}\right)^{3/2},
\qquad a_0=\frac{\hbar^2}{me^2}.
$$

It equals one for $b=\tfrac12(3\pi/4)^{2/3}a_0Z^{-1/3}$. The nuclear term is $3x/x_n^3$. Multiplication by $x^2$ gives

$$
x^2\chi''=(x\chi+\lambda\chi^2)^{3/2}-\frac{3x^3}{x_n^3}\,\theta(x_n-x),
\qquad \chi(0)=\chi(\infty)=0 .
$$

The condition at the origin keeps $V$ finite. Since $\lambda=Z\alpha^2a_0/(2b)$ and $(a_0/2b)^{3/2}=4Z^{1/2}/(3\pi)$, we also have $\lambda^{3/2}=\kappa$. Gauss's law gives the net charge number within $r$ as $-(r^2/e^2)\,dV/dr=Z(\chi-x\chi')$.

## Shooting from both sides

At large $x$ the term $\lambda\chi^2$ is negligible beside $x\chi$, so $\chi''=\chi^{3/2}x^{-1/2}$. Inserting $Cx^{-3}$ gives $12C=C^{3/2}$, hence $C=144$. A small change $\delta\chi$ obeys

$$
\delta\chi''=\tfrac32\chi^{1/2}x^{-1/2}\delta\chi=18x^{-2}\delta\chi .
$$

For $\delta\chi\propto x^p$ this means $p(p-1)=18$, or $p=(1\pm\sqrt{73})/2$. Relative to $x^{-3}$ the two modes vary as $x^{(7\pm\sqrt{73})/2}$. The decaying mode belongs to the atomic tail:

$$
\chi=\frac{144}{x^3}\left(1-Fx^{-\sigma}+\dots\right),\qquad
\sigma=\frac{\sqrt{73}-7}{2}\approx0.772 .
$$

The other mode grows outward as $x^{7.77}$ relative to the solution. Outward shooting amplifies it, while inward integration damps it. For the example below, a relative error in $\chi$ grows by a factor $3.4\times10^7$ from the nuclear surface to $x=30$, but by 2.9 in the opposite direction.

The procedure has four steps.

1. Inside the nucleus use $s=r/R$ and $u=\chi/s$. Since $x\chi+\lambda\chi^2=s^2(x_nu+\lambda u^2)$, the equation is
$$
\frac{d^2\chi}{ds^2}=s\left[(x_nu+\lambda u^2)^{3/2}-3\right].
$$
Start from $\chi=0$ with slope $u_0$ and integrate to $s=1$.

2. Outside use $t=\ln x$ and $q=x\chi'$. Because $x^2\chi''=\chi_{tt}-\chi_t$, the equations are
$$
\chi_t=q,\qquad q_t=q+(x\chi+\lambda\chi^2)^{3/2}.
$$
Start from the tail at large $x$ with a trial $F$ and integrate inward to $x_n$.

3. At the surface, compare $\chi$ and $x\chi'=s\,d\chi/ds$ from the two sides. These two mismatches determine $u_0$ and $\ln F$.

4. Apply Newton's method, with the derivatives of the mismatches taken by finite differences. The bare sphere suggests $u_0=3/2$.

The two-term tail omits a correction of relative order $(Fx^{-\sigma})^2$. At the starting point $x=10^4$, $Fx^{-\sigma}\approx0.011$, so $F$ is a label that may be off by a relative amount of order 1%. The error in the unwanted mode is damped on the way in.

## Energy and its radius derivative

The repulsion potential energy is $V_{\rm nuc}-V$, and half of it counts each electron pair once. Hence

$$
E=\int\left[\tau-V_{\rm nuc}n+\tfrac12(V_{\rm nuc}-V)n\right]d^3r
=\int\left[\tau-\tfrac12(V_{\rm nuc}+V)n\right]d^3r .
$$

With $y=p_F/mc$, the kinetic energy density is

$$
\tau=\frac{mc^2}{\pi^2}\left(\frac{mc}{\hbar}\right)^3
\left[\frac{y(1+2y^2)\sqrt{1+y^2}-\operatorname{arsinh}y}{8}-\frac{y^3}{3}\right].
$$

The bracket vanishes at $y=0$ and has the derivative $y^2(\sqrt{1+y^2}-1)$, as the definition of $\tau$ requires. For small $y$ its terms cancel down to $y^5/10$, so the outer atom needs a series in $y$.

Inside a uniform sphere the attractive force is $Ze^2r/R^3$. Integrating it from $r$ to the surface, where $V_{\rm nuc}=Ze^2/R$, gives

$$
V_{\rm nuc}=\frac{Ze^2}{R}+\frac{Ze^2(R^2-r^2)}{2R^3}
=\frac{Ze^2}{2R}\left(3-\frac{r^2}{R^2}\right).
$$

When $R$ changes, the density changes too, but $E$ is stationary under that change at fixed electron number. What remains is the explicit derivative of $V_{\rm nuc}$, which is zero outside the nucleus:

$$
R\frac{dE}{dR}=\frac{3Ze^2}{2R}\int_{r<R}n\left(1-\frac{r^2}{R^2}\right)d^3r .
$$

The right side is positive, so a smaller nucleus binds more strongly.

The same derivative enters the virial check. Replace $n(\mathbf r)$ by $k^3n(k\mathbf r)$ and differentiate at $k=1$. The kinetic part gives $3\int(n\,d\tau/dn-\tau)d^3r=3\int(nV-\tau)d^3r$. The repulsion scales as $k$. The attraction becomes $k$ times its value for a nucleus of radius $kR$, which adds $R\,dE/dR$. Stationarity then requires

$$
3\int(nV-\tau)\,d^3r+E_{\rm pot}+R\frac{dE}{dR}=0,
\qquad E_{\rm pot}=E-\int\tau\,d^3r .
$$

A virial check that omits the last term would wrongly report an error for a converged atom.

## The small-nucleus law

For a small nucleus $V\gg mc^2$ inside it, and to leading order $V=V_{\rm nuc}=(Ze^2/R)w$ with $w=(3-s^2)/2$. Expanding the Fermi momentum,

$$
p_F^3c^3=V^3\left(1+\frac{2mc^2}{V}\right)^{3/2}\simeq V^3+3mc^2V^2 .
$$

With $d^3r=4\pi R^3s^2ds$, the derivative becomes

$$
R\frac{dE}{dR}\simeq\frac{2Ze^2R^2}{\pi(\hbar c)^3}
\left[\left(\frac{Ze^2}{R}\right)^3I_3+3mc^2\left(\frac{Ze^2}{R}\right)^2I_2\right],
\qquad I_k=\int_0^1s^2(1-s^2)w^k\,ds .
$$

The integrals are

$$
I_3=\frac18\int_0^1(27s^2-54s^4+36s^6-10s^8+s^{10})\,ds=\frac{1006}{3465},
$$

$$
I_2=\frac14\int_0^1(9s^2-15s^4+7s^6-s^8)\,ds=\frac29 .
$$

The first term in the bracket gives $A/R$ and the second gives $B$. Integration over $R$ gives $E\simeq{\rm const}-A/R+B\ln R$ as long as screening is neglected.

Screening corrects $A$ by a relative amount of order $\kappa$. Just outside a small nucleus, where $x\ll\lambda\chi$, the equation reads $x^2\chi''=\kappa\chi^3$, equivalent to $4\pi r^3n=Z\kappa\chi^3$. With $\chi\approx1$, these electrons raise the potential energy in the nucleus by about $\int_R^\infty Z\kappa e^2\,dr/r^2=\kappa Ze^2/R$, a fraction $\kappa$ of the attraction. Electrons inside contribute at the same order.

## Why the point-nucleus option fails here

Suppose a point-nucleus solution had $\chi(0)=1$. Near the origin $\chi''\approx\kappa/x^2$, so integration gives $\chi'\approx-\kappa/x$ and then $\chi\approx-\kappa\ln x$ plus a constant. This diverges at $x=0$ and contradicts $\chi(0)=1$.

For a finite but very small nucleus, the outer equation in the region $x\ll\lambda\chi$ is $\chi_{tt}-\chi_t=\kappa\chi^3$. When $\chi$ varies slowly, $\chi_t\simeq-\kappa\chi^3$. The neglected $\chi_{tt}\simeq3\kappa^2\chi^5$ is then smaller by $3\kappa\chi^2$. Hence

$$
\frac{d(\chi^{-2})}{d\ln r}\simeq2\kappa,\qquad
\chi^{-2}(r)\simeq\chi^{-2}(R)+2\kappa\ln\frac rR .
$$

At fixed $r$, $\chi$ tends to zero as $R\to0$: the electrons screen the nucleus completely, though only logarithmically slowly. With $Z=80$ and the unphysical radius $R=10^{-60}$ bohr, $\chi$ is still 0.89 at $10^{-8}$ bohr. From $10^{-55}$ to $10^{-8}$ bohr, $\chi^{-2}$ rises by 0.2278, and the law gives 0.2285.

The energy and the potential thus respond very differently to $R$. Halving a small $R$ changes $\chi^{-2}$ nearby by about $2\kappa\ln2$, while it doubles the leading energy term.

## Worked example: $Z=80$, $R=7$ fm

These are round model parameters. Here $R=1.3228\times10^{-4}$ bohr, $b=0.20547$ bohr, $Z\alpha=0.58379$ and $\kappa=1.056\times10^{-3}$. Three Newton corrections reduce the largest mismatch from $7.4\times10^{-2}$ to $8\times10^{-11}$, with $u_0=1.49657$. The nucleus contains 0.054 electrons.

The kinetic energy is 95,936 hartree and the potential energy is $-143{,}493$ hartree, so

$$
E=-47{,}557\ \text{hartree}=-1294\ \text{keV}.
$$

The small-nucleus law uses $(Z\alpha)^3=0.1990$ and, in hartree, $mc^2=1/\alpha^2=18{,}779$:

$$
A=0.6366\times0.2903\times80\times0.1990=2.942\ \text{hartree bohr},
$$

$$
\frac AR=22{,}240\ \text{hartree},\qquad
B=0.4244\times0.1990\times18{,}779=1586\ \text{hartree}.
$$

Their sum, 23,826 hartree, is 0.6% above the density integral, 23,673 hartree. A finite difference of total energies agrees with that integral to within 0.4 hartree. To first order, a 1% increase in $R$ raises $E$ by 237 hartree.

| $R$ (fm) | $E$ (hartree) | $R\,dE/dR$ (hartree) | $A/R+B$ (hartree) |
|---:|---:|---:|---:|
| 1.75 | −116,091 | 90,081 | 90,546 |
| 3.5 | −70,756 | 45,804 | 46,066 |
| 7 | −47,557 | 23,673 | 23,826 |
| 14 | −35,420 | 12,620 | 12,706 |
| 28 | −28,800 | 7,119 | 7,146 |

The law lies 0.4 to 0.7% high throughout. Two omissions compete: screening lowers the density, while the next term in the expansion of $p_F^3c^3$, $+\tfrac32m^2c^4V$, raises it. At $R=0.01$ fm the derivative is 0.9957 of $A/R$, a deviation of about $4\kappa$. There the screening correction is some forty times $B$. Scaling that correction as $1/R$ puts its equality with $B$ at $R=4\kappa A/B\approx0.4$ fm; the full solution puts it slightly higher, near 0.46 fm. At 1.75 fm the gap in the table, 465 hartree, is still 29% of $B$.

## How much of the sensitivity is physical

In nonrelativistic Thomas-Fermi theory $n\propto V^{3/2}$, so inside a small nucleus $n\propto R^{-3/2}$. The derivative formula then gives $R\,dE/dR\propto R^{-1}R^3R^{-3/2}=R^{1/2}$, and the point limit is finite. At 7 fm the derivative is 231 hartree. Integrating the power law predicts a shift of twice this, 462 hartree, from the point limit of $-21{,}200$ hartree. The computed energy is $-20{,}737$ hartree, in agreement.

For a Dirac 1s electron near a point charge, the radial components $P$ and $Q$ obey $P'=(P+Z\alpha Q)/r$ and $Q'=-(Q+Z\alpha P)/r$. Setting both proportional to $r^\gamma$ gives $\gamma^2-1=-Z^2\alpha^2$, so $\gamma=\sqrt{1-Z^2\alpha^2}$. The density varies as $r^{2\gamma-2}$. A potential change of order $Ze^2/R$ within $R$ shifts the energy by an amount scaling as

$$
\frac1R\int_0^Rr^{2\gamma-2}r^2\,dr\propto R^{2\gamma},
$$

which vanishes for $R\to0$. For $Z=80$, the computed shifts at $R=0.175$ and $0.35$ fm give the exponent 1.623, against $2\gamma=1.624$.

In the bare field of the 7 fm nucleus, the 1s level lies 1.99 hartree (54 eV) above its point-nucleus value. For two such electrons $R\,dE/dR=6.4$ hartree, about 3700 times less than in RTF. This pair sets a scale; it leaves out screening and the other shells.

The local model is not valid near the nucleus, because a local Fermi gas requires $\hbar/p_F$ to be short compared with the distance over which $V$ changes. Close to the nucleus, but outside it, $p_Fc\simeq V=Ze^2\chi/r$, so

$$
\frac{\hbar}{p_F}\simeq\frac{r}{Z\alpha\chi}.
$$

For $Z\alpha=0.584$ and $\chi\approx1$ this length is about $1.7r$, while $V$ changes over a distance of order $r$. Moving inward toward the nuclear surface does not improve the ratio, and inside the nucleus the length is still about $1.1R$ at the centre. A larger $Z$ shortens the length, but it stays longer than about $r$ while $Z\alpha<1$.

This failure alone does not produce the divergence. In the nonrelativistic model $\hbar/p_F\simeq\sqrt{a_0r/2Z}$, which is $6.9r$ at 7 fm, yet the point limit is finite because $nV\propto r^{-5/2}$ can be integrated to the origin. The relativistic gas has $n\propto V^3$, so $nV\propto r^{-4}$ and the integral from $R$ outward grows as $1/R$. The divergence comes from applying that relation where the local picture does not hold.

## Choosing the setting

- In an RTF calculation, use an extended nucleus and report its shape and radius with the energy. Do not extrapolate to $R=0$. The coefficient $A$ above holds for a uniform sphere.
- Resolve the nuclear interior on the radial grid and join the solutions at its surface. Check the electron number, the virial identity with its radius term, and $R\,dE/dR$ against a finite difference.
- Keep $R$ fixed when comparing numerical settings for one atom. If two atoms differ in $R$ or in $Z$, their RTF energy difference contains the $-A/R$ artefact. Do not read the total RTF energy as an estimate of the real atom's energy.
- In a Dirac orbital calculation with $Z\alpha<1$, a point nucleus is a meaningful limit. An extended nucleus still matters when shifts of the size found above exceed the desired accuracy. Energies to be subtracted should use the same nuclear model, unless the nuclear change is itself the quantity sought.

The numerical check checks the solution, the radius law and both comparison models numerically.

## Computed values

```
Z = 80, R = 7.00 fm = 1.322808e-04 bohr
length b = 0.205470 bohr, x_n = 6.437978e-04
lambda = 1.036676e-02, kappa = 1.055516e-03, Z alpha = 0.583788
tail exponent sigma = 0.772002, start of inward run x = 10000
Newton: step, u0, F, largest mismatch
  0  1.500000000  13.000000  7.40e-02
  1  1.496592950  13.234573  2.82e-03
  2  1.496570682  13.243938  4.12e-06
  3  1.496570654  13.243952  7.89e-11
error growth factor to x = 30, outward: 3.41e+07
error growth factor from x = 30, inward: 2.88e+00
profile: r (bohr), chi, electrons within r
  1.3228e-04  0.997040  0.05386
  1.0000e-03  0.987642  0.27532
  1.0000e-02  0.926674  1.17952
  1.0000e-01  0.604010  12.55617
  1.0000e+00  0.081173  63.92861
central depth V(0)/(m c^2) = 48.197
electron repulsion at centre = 2073.98 hartree
electron number by quadrature = 79.9999999
kinetic energy T = 95935.98 hartree
potential energy = -143493.48 hartree
RTF energy E = -47557.49 hartree = -1294.11 keV
3 x pressure integral = 119820.92 hartree
virial sum = -2.9e-08 hartree
R dE/dR, density integral = 23672.56 hartree
R dE/dR, finite difference = 23672.93 hartree
energy change for +1% in R = 236.73 hartree (linear)
A = 2.941920 hartree bohr, A/R = 22239.95 hartree, B = 1585.71 hartree
table: R (fm), E, R dE/dR, A/R + B (hartree)
   1.75  -116091.1  90080.8  90545.5
   3.50  -70756.3  45803.6  46065.6
   7.00  -47557.5  23672.6  23825.7
  14.00  -35419.7  12620.4  12705.7
  28.00  -28799.6  7118.9  7145.7
R = 0.01 fm: R dE/dR divided by A/R = 0.995698
R = 1e-60 bohr: chi = 0.98649 at 1e-55 bohr, 0.89250 at 1e-08 bohr
  rise of chi^-2 = 0.22783, logarithmic law = 0.22846
nonrel. TF, point nucleus: chi'(0) = -1.58807, E = -21199.50 hartree
nonrel. TF, same R: E = -20737.38, R dE/dR = 230.88 hartree
Dirac 1s: point -3532.1921, sphere -3530.2057 hartree
Dirac 1s shift = 1.9863 hartree = 54.05 eV
Dirac shift exponent = 1.6232, 2 gamma = 1.6238
Dirac 1s pair: R dE/dR = 6.3881 hartree
RTF sensitivity / Dirac 1s pair sensitivity = 3706
```
